# The Child–Langmuir limit for planar extraction of ions starting at rest: a program that tests the result

```python
"""Child-Langmuir limit for planar extraction of ions that start at rest.

Result under test (atomic units, 4*pi*eps0 = 1):
    J = sqrt(2 q / M) * V**1.5 / (9 pi d**2)
J current density, q ion charge, M ion mass, V voltage, d gap.
u(x) is the potential drop from the source plane x = 0, with u(d) = V.
K = 4 pi J sqrt(M / (2 q)) is the scaled current density.
Independent roads: moving charged sheets, quadrature of the gap condition,
symbolic substitution in Poisson's equation, and the motion of one ion.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def limit_au(voltage, gap, mass, charge=1.0):
    return np.sqrt(2 * charge / mass) * voltage**1.5 / (9 * np.pi * gap**2)


# ---- 1. Time-dependent sheet simulation: no steady state is assumed ----
def sheet_current(voltage, gap, mass, jump=1 / 300):
    """Mean current density; 'jump' is the field step across one sheet."""
    dt, steps, first_counted = 1e-3, 40000, 15000
    x = np.zeros(steps + 1)
    v = np.zeros(steps + 1)
    own_and_behind = jump * (np.arange(steps + 1) + 0.5)
    head = tail = arrived = 0
    for step in range(steps):
        n = tail - head
        source_field = voltage / gap - jump * (n - x[head:tail].sum() / gap)
        if source_field >= jump:          # the source can release a sheet
            tail += 1
            source_field -= jump
        field = source_field + own_and_behind[:tail - head][::-1]
        v[head:tail] += field * (dt / mass)
        x[head:tail] += v[head:tail] * dt
        while head < tail and x[head] >= gap:
            head += 1
            arrived += step >= first_counted
    return arrived * jump / (4 * np.pi * (steps - first_counted) * dt)


cases = [(1.0, 1.0, 1.0), (2.0, 1.0, 1.0), (1.0, 2.0, 1.0), (1.0, 1.0, 4.0)]
simulated = [sheet_current(*case) for case in cases]
sim_ratio = [s / limit_au(*case) for s, case in zip(simulated, cases)]
# tolerance: finite number of sheets and finite time step
assert all(abs(r - 1) < 0.01 for r in sim_ratio), sim_ratio
power_V = np.log2(simulated[1] / simulated[0])
power_d = np.log2(simulated[2] / simulated[0])
power_M = np.log(simulated[3] / simulated[0]) / np.log(4)
assert abs(power_V - 1.5) < 0.02
assert abs(power_d + 2.0) < 0.02
assert abs(power_M + 0.5) < 0.02


# ---- 2. A positive source field always means a smaller current ----
def gap_length(K, source_field):
    """Gap for V = 1, with u = y**4 to remove the endpoint singularity."""
    return quad(lambda y: 4 * y**3 / np.sqrt(source_field**2 + 4 * K * y**2),
                0, 1, epsabs=1e-11)[0]


source_fields = [0.0, 0.1, 0.25, 0.5, 0.75, 0.9]
K_values = [brentq(lambda K: gap_length(K, F) - 1, 1e-6, 1.0)
            for F in source_fields]
K_limit = 4 * np.pi * limit_au(1, 1, 1) / np.sqrt(2)
assert abs(K_values[0] / K_limit - 1) < 1e-7
assert all(a > b for a, b in zip(K_values, K_values[1:]))

# ---- 3. The four-thirds profile satisfies Poisson's equation ----
xs, Vs, ds, Ms, qs = sp.symbols("x V d M q", positive=True)
profile = Vs * (xs / ds)**sp.Rational(4, 3)
J_sym = sp.sqrt(2 * qs / Ms) * Vs**sp.Rational(3, 2) / (9 * sp.pi * ds**2)
speed_sym = sp.sqrt(2 * qs * profile / Ms)
residual = sp.diff(profile, xs, 2) * speed_sym / (4 * sp.pi * J_sym) - 1
for position in (0.2, 0.9, 1.6):
    value = residual.subs({xs: position, Vs: 3, ds: 1.7, Ms: 5, qs: 2})
    assert abs(float(value.evalf())) < 1e-12
assert sp.limit(sp.diff(profile, xs), xs, 0) == 0
end_field_factor = float(
    sp.diff(profile, xs).subs({xs: 1, ds: 1, Vs: 1}))
assert abs(end_field_factor - 4 / 3) < 1e-12

# ---- 4. Worked example: singly charged arsenic, round source values ----
V = 30e3                       # volt
d = 10e-3                      # metre
slit_width, slit_length = 5e-3, 40e-3
mass_number = 75
M = mass_number * const.atomic_mass
e, eps0, m_e = const.e, const.epsilon_0, const.m_e
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
current_au = const.physical_constants["atomic unit of current"][0]

J_au = limit_au(V / hartree_eV, d / bohr, M / m_e)
J = J_au * current_au / bohr**2


def limit_si(voltage, gap):
    return 4 * eps0 / 9 * np.sqrt(2 * e / M) * voltage**1.5 / gap**2


assert abs(J / limit_si(V, d) - 1) < 1e-7
# one ion: its field grows at the constant rate J/eps0, starting from zero
transit = (6 * M * eps0 * d / (e * J))**(1 / 3)
exit_speed = e * J * transit**2 / (2 * M * eps0)
assert abs(M * exit_speed**2 / (2 * e * V) - 1) < 1e-7
assert abs(transit * exit_speed / (3 * d) - 1) < 1e-7
exit_density = J / (e * exit_speed)
end_field = end_field_factor * V / d
assert abs(J * transit / eps0 / end_field - 1) < 1e-7    # Gauss's law


# ---- 5. Finite slit between flat electrodes ----
def screening(height, width):
    """Share of a layer's field at the strip centre; unit gap."""
    return 2 / np.pi * np.arctan(np.tanh(np.pi * width / 4)
                                 / np.tan(np.pi * height / 2))


image_index = np.arange(-20000, 20001)
for height, width in ((0.2, 0.5), (0.6, 0.5), (0.4, 2.0)):
    images = 2 / np.pi * np.arctan(
        width / (2 * (height + 2 * image_index))).sum()
    assert abs(images - screening(height, width)) < 1e-4   # truncated sum


def slit_factor(width):
    # density varies as x**(-2/3), so x = s**3 gives uniform weight in s
    strip = quad(lambda s: screening(s**3, width), 0, 1)[0]
    plane = quad(lambda s: 1 - s**3, 0, 1)[0]
    return plane / strip


edge_factor = slit_factor(slit_width / d)
assert edge_factor > 1 and abs(slit_factor(20.0) - 1) < 1e-6


# Shaped electrodes: harmonic continuation outside a planar beam
def outside(x, y):
    return (complex(x, y)**(4 / 3)).real


h = 1e-3
laplacian = (outside(1 + h, 0.5) + outside(1 - h, 0.5) + outside(1, 0.5 + h)
             + outside(1, 0.5 - h) - 4 * outside(1, 0.5)) / h**2
assert abs(laplacian) < 1e-5
assert abs(outside(0.7, h) - outside(0.7, -h)) / (2 * h) < 1e-10
assert abs(outside(0.7, 0) - 0.7**(4 / 3)) < 1e-12
pierce_angle = np.degrees(brentq(
    lambda angle: outside(np.cos(angle), np.sin(angle)), 0.5, 1.5))

# ---- 6. Finite entry energy, cold beam, with a possible barrier ----
entry_eV = 2.5
s0, s1 = np.sqrt(entry_eV / V), np.sqrt(1 + entry_eV / V)


def reach(s_end, s_min):
    return quad(lambda s: s, s_min, s_end, weight="alg", wvar=(-0.5, 0))[0]


best = minimize_scalar(lambda s: -(reach(s0, s) + reach(s1, s)),
                       bounds=(1e-9, s0 * (1 - 1e-9)), method="bounded",
                       options={"xatol": 1e-10})
entry_factor = (s0 + s1)**3
assert abs(best.fun**2 / (4 / 9) / entry_factor - 1) < 1e-6
for s_low in (0.9 * s0, 0.0, -s0, -0.1):    # flows without a barrier
    direct = quad(lambda s: s / np.sqrt(s - s_low), s0, s1)[0]
    assert direct**2 < best.fun**2

# ---- 7. Electrons returning from the extraction electrode ----
electron_ratio = 1.0
alpha = electron_ratio * np.sqrt(m_e / M)


def net_charge(s, a):
    return np.sqrt(s) - a * (1 - np.sqrt(1 - s))


for s in (0.2, 0.7):
    direct = quad(lambda t: 0.5 * (t**-0.5 - 0.5 * (1 - t)**-0.5), 0, s)[0]
    assert abs(direct - net_charge(s, 0.5)) < 1e-7
electron_factor = quad(
    lambda y: 3 * y**3 / np.sqrt(net_charge(y**4, alpha)), 0, 1)[0]**2
assert 1 < electron_factor < 1.05

# ---- 8. Breakdown, gas collisions and relativity ----
breakdown = 0.1                # MV/cm, rough
pressure, gas_T = 1e-5, 300.0  # Torr, K
cross_section = 1e-15          # cm2, rough charge-exchange value
gas_density = pressure * const.torr / (const.k * gas_T)
collision = gas_density * cross_section * 1e-4 * d
relativity = e * V / (M * const.c**2)
end_field_MVcm = end_field * 1e-8
assert end_field_MVcm < breakdown
assert collision < 0.01 and relativity < 1e-5

to_mAcm2 = 0.1
print("SHEET SIMULATION")
for case, ratio in zip(cases, sim_ratio):
    print(f"V,d,M = {case} a.u.: simulated J / formula = {ratio:.4f}")
print(f"simulated power of V: {power_V:.3f}")
print(f"simulated power of d: {power_d:.3f}")
print(f"simulated power of M: {power_M:.3f}")
print("CURRENT WITH A POSITIVE SOURCE FIELD F0")
for F, K in zip(source_fields, K_values):
    print(f"F0/(V/d) = {F:.2f}: J/J_CL = {K / K_limit:.4f}")
print("EXAMPLE: As+ EXTRACTION")
print(f"ion mass (rounded): {mass_number} u")
print(f"voltage: {V / 1e3:.0f} kV")
print(f"gap: {d * 1e3:.0f} mm")
print(f"slit: {slit_width * 1e3:.0f} mm x {slit_length * 1e3:.0f} mm")
print(f"limit J: {J * to_mAcm2:.2f} mA/cm2")
print(f"limit J in atomic units: {J_au:.4e} a.u.")
print(f"planar slit current: {J * slit_width * slit_length * 1e3:.1f} mA")
print(f"J at 15 kV, 10 mm: {limit_si(15e3, d) * to_mAcm2:.2f} mA/cm2")
print(f"J at 60 kV, 10 mm: {limit_si(60e3, d) * to_mAcm2:.2f} mA/cm2")
print(f"J at 30 kV, 20 mm: {limit_si(V, 20e-3) * to_mAcm2:.2f} mA/cm2")
print(f"drop at mid-gap: {V * 0.5**(4 / 3) / 1e3:.2f} kV")
print(f"exit speed: {exit_speed / 1e3:.1f} km/s")
print(f"transit time: {transit * 1e9:.1f} ns")
print(f"ion density at exit: {exit_density * 1e-6:.3e} cm^-3")
print(f"field at extraction electrode: {end_field_MVcm:.4f} MV/cm")
print("NEGLECTED EFFECTS")
print(f"finite slit, flat electrodes: J factor {edge_factor:.3f}")
print(f"Pierce electrode angle from beam edge: {pierce_angle:.2f} deg")
print(f"entry energy (rough input): {entry_eV:.1f} eV")
print(f"entry energy: upper-bound J factor {entry_factor:.4f}")
print(f"electron/ion current ratio (input): {electron_ratio:.1f}")
print(f"returning electrons: J factor {electron_factor:.5f}")
print(f"breakdown field (rough input): {breakdown:.1f} MV/cm")
print(f"electrode field / breakdown field: {end_field_MVcm / breakdown:.2f}")
print(f"gas (rough input): {pressure:.0e} Torr at {gas_T:.0f} K")
print(f"charge-exchange cross-section (rough): {cross_section:.0e} cm2")
print(f"collision probability in gap: {collision:.2e}")
print(f"qV/(M c^2): {relativity:.2e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
SHEET SIMULATION
V,d,M = (1.0, 1.0, 1.0) a.u.: simulated J / formula = 1.0000
V,d,M = (2.0, 1.0, 1.0) a.u.: simulated J / formula = 1.0001
V,d,M = (1.0, 2.0, 1.0) a.u.: simulated J / formula = 1.0004
V,d,M = (1.0, 1.0, 4.0) a.u.: simulated J / formula = 1.0000
simulated power of V: 1.500
simulated power of d: -1.999
simulated power of M: -0.500
CURRENT WITH A POSITIVE SOURCE FIELD F0
F0/(V/d) = 0.00: J/J_CL = 1.0000
F0/(V/d) = 0.10: J/J_CL = 0.9846
F0/(V/d) = 0.25: J/J_CL = 0.9134
F0/(V/d) = 0.50: J/J_CL = 0.6976
F0/(V/d) = 0.75: J/J_CL = 0.3873
F0/(V/d) = 0.90: J/J_CL = 0.1634
EXAMPLE: As+ EXTRACTION
ion mass (rounded): 75 u
voltage: 30 kV
gap: 10 mm
slit: 5 mm x 40 mm
limit J: 32.80 mA/cm2
limit J in atomic units: 1.3867e-16 a.u.
planar slit current: 65.6 mA
J at 15 kV, 10 mm: 11.60 mA/cm2
J at 60 kV, 10 mm: 92.77 mA/cm2
J at 30 kV, 20 mm: 8.20 mA/cm2
drop at mid-gap: 11.91 kV
exit speed: 277.8 km/s
transit time: 108.0 ns
ion density at exit: 7.368e+09 cm^-3
field at extraction electrode: 0.0400 MV/cm
NEGLECTED EFFECTS
finite slit, flat electrodes: J factor 1.223
Pierce electrode angle from beam edge: 67.50 deg
entry energy (rough input): 2.5 eV
entry energy: upper-bound J factor 1.0278
electron/ion current ratio (input): 1.0
returning electrons: J factor 1.00102
breakdown field (rough input): 0.1 MV/cm
electrode field / breakdown field: 0.40
gas (rough input): 1e-05 Torr at 300 K
charge-exchange cross-section (rough): 1e-15 cm2
collision probability in gap: 3.22e-04
qV/(M c^2): 4.29e-07
ALL CHECKS PASSED
```
